\section*{The on-shell t-matrix element of a spherical potential and its phase shift}

\section{From the operator equation to a wave}

\textbf{Q:} You start from $T=V+VG_0T$, an equation between operators. A radial integral needs a wave function, and I see none.

\textbf{A:} The wave appears when $T$ acts on a free wave. Let a particle of mass $m$ have energy $E>0$, and write
\begin{equation}
H_0=-\frac{\hbar^2}{2m}\nabla^2,\qquad \kappa=\frac{\sqrt{2mE}}{\hbar},\qquad
E-H_0=\frac{\hbar^2}{2m}\left(\nabla^2+\kappa^2\right).
\end{equation}
The potential $V(r)$ is real and spherical, and it vanishes for $r\ge S$. At the origin it may diverge, but no faster than $r^{-p}$ with some $p<2$. The free Green function obeys $(E-H_0)G_0=1$ and contains outgoing waves only.

Take a free wave $\varphi$, so that $(E-H_0)\varphi=0$, and define
\begin{equation}
\psi=\varphi+G_0T\varphi .
\end{equation}
Multiply by $V$ and use the operator equation:
\begin{equation}
V\psi=V\varphi+VG_0T\varphi=(V+VG_0T)\varphi=T\varphi .
\label{eq:TV}
\end{equation}
Replacing $T\varphi$ by $V\psi$ in the definition gives
\begin{equation}
\psi=\varphi+G_0V\psi .
\label{eq:LS}
\end{equation}
Applying $E-H_0$ to this removes $\varphi$ and turns $G_0$ into unity, so $(E-H_0)\psi=V\psi$. This is the Schr\"odinger equation with the potential present. Thus $T$ acting on the free wave equals $V$ acting on the full wave.

\section{What ``on-shell element'' means}

\textbf{Q:} An element between which states? I would expect plane waves.

\textbf{A:} Plane waves can be used, but spherical waves separate the problem. Both $V$ and $G_0$ are unchanged by rotations, and so is $T$. Acting on $j_l(\kappa r)Y_{lm}$, it returns a function of $r$ times the same $Y_{lm}$, and that function does not depend on $m$. Here $j_l$ is the spherical Bessel function. Define
\begin{equation}
t_l=\int d^3r\; j_l(\kappa r)\,Y_{lm}^*(\hat{\mathbf r})\,\bigl[T\,j_lY_{lm}\bigr](\mathbf r).
\label{eq:def}
\end{equation}
The integral is confined to $r<S$, because $T\varphi=V\psi$ vanishes outside.

For plane waves with $|\mathbf k|=|\mathbf k'|=\kappa$, use
\begin{equation}
e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(\kappa r)Y_{lm}(\hat{\mathbf r})Y_{lm}^*(\hat{\mathbf k}).
\end{equation}
The wave on the left enters complex conjugated and brings $(-i)^l$, which cancels $i^l$. With $\theta$ the angle between $\mathbf k$ and $\mathbf k'$,
\begin{align}
\langle\mathbf k'|T|\mathbf k\rangle
&=(4\pi)^2\sum_{lm}t_l\,Y_{lm}(\hat{\mathbf k}')Y^*_{lm}(\hat{\mathbf k})\nonumber\\
&=4\pi\sum_l(2l+1)\,t_l\,P_l(\cos\theta).
\end{align}
The second line uses the addition theorem $\sum_mY_{lm}(\hat{\mathbf k}')Y^*_{lm}(\hat{\mathbf k})=(2l+1)P_l(\cos\theta)/4\pi$. ``On-shell'' means that both wave numbers equal $\kappa$, the value fixed by the energy in $G_0$.

\textbf{Q:} Then where is the radial integral?

\textbf{A:} For $\varphi=j_lY_{lm}$ the full wave has the form $\psi=R_l(r)Y_{lm}$. Equation \eqref{eq:TV} gives $T\,j_lY_{lm}=V R_lY_{lm}$. Insert this in \eqref{eq:def}; the angular integral of $|Y_{lm}|^2$ is one, and
\begin{equation}
t_l=\int_0^S r^2\,j_l(\kappa r)\,V(r)\,R_l(r)\,dr .
\label{eq:int}
\end{equation}

\section{The scale of the radial wave}

\textbf{Q:} The Schr\"odinger equation fixes $R_l$ only up to a factor. Your integral is meaningless until you say which factor.

\textbf{A:} The factor is fixed by \eqref{eq:LS}, in which $\varphi$ enters with coefficient one. To use that, we need the radial form of $G_0$. Write
\begin{equation}
G_0(\mathbf r,\mathbf r')=\sum_{lm}g_l(r,r')\,Y_{lm}(\hat{\mathbf r})Y_{lm}^*(\hat{\mathbf r}').
\end{equation}
The three-dimensional delta function is $\delta(r-r')/r^2$ times $\sum_{lm}Y_{lm}Y^*_{lm}$, so $(E-H_0)G_0=1$ becomes, for each $l$,
\begin{equation}
\frac{\hbar^2}{2m}\left[\frac{1}{r^2}\frac{\partial}{\partial r}r^2\frac{\partial}{\partial r}+\kappa^2-\frac{l(l+1)}{r^2}\right]g_l=\frac{\delta(r-r')}{r^2}.
\label{eq:g}
\end{equation}
Away from $r=r'$ this is the free radial equation. Its solutions are $j_l$ and the Neumann function $n_l$, which for large $x$ behave as
\begin{equation}
j_l(x)\to\frac{\sin(x-l\pi/2)}{x},\qquad n_l(x)\to-\frac{\cos(x-l\pi/2)}{x}.
\label{eq:asy}
\end{equation}
The combination $h_l=j_l+in_l\to-i\,e^{i(x-l\pi/2)}/x$ is outgoing. Finiteness at the origin requires $j_l$ at the smaller radius $r_<$, and the outgoing condition requires $h_l$ at the larger radius $r_>$:
\begin{equation}
g_l(r,r')=N\,j_l(\kappa r_<)\,h_l(\kappa r_>).
\end{equation}

\textbf{Q:} And $N$?

\textbf{A:} Multiply \eqref{eq:g} by $r^2$ and integrate over a vanishing interval around $r'$. Since $g_l$ is continuous, only the second derivative contributes, through the jump in slope:
\begin{equation}
\frac{\hbar^2}{2m}\,r'^2\,N\kappa\,\bigl[j_lh_l'-j_l'h_l\bigr]_{x=\kappa r'}=1 .
\label{eq:jump}
\end{equation}
Primes on Bessel functions denote derivatives with respect to $x$. Both $f=j_l$ and $f=n_l$ satisfy $(x^2f')'=[l(l+1)-x^2]f$. Therefore
\begin{equation}
\frac{d}{dx}\left[x^2(j_ln_l'-j_l'n_l)\right]=j_l(x^2n_l')'-n_l(x^2j_l')'=0 .
\end{equation}
The bracket is a constant. At large $x$, \eqref{eq:asy} gives it the value $\sin^2+\cos^2=1$. Hence $j_ln_l'-j_l'n_l=1/x^2$. In $j_lh_l'-j_l'h_l$ the $j_l$ part of $h_l$ cancels, leaving $i/x^2$. Equation \eqref{eq:jump} becomes $iN\hbar^2/(2m\kappa)=1$, so
\begin{equation}
g_l(r,r')=-i\,\frac{2m\kappa}{\hbar^2}\,j_l(\kappa r_<)\,h_l(\kappa r_>).
\end{equation}
The radial part of \eqref{eq:LS} is now
\begin{equation}
R_l(r)=j_l(\kappa r)+\int_0^S g_l(r,r')\,V(r')\,R_l(r')\,r'^2dr' .
\label{eq:R}
\end{equation}

\textbf{Q:} Does this have one solution, or could I still add something?

\textbf{A:} Suppose two solutions differ by $D$. Then $D=\int g_lVD\,r'^2dr'$, which for $r\ge S$ is a constant $c$ times $h_l=j_l+in_l$. But $D$ also solves the radial Schr\"odinger equation and is finite at the origin. That equation is real, and its finite solution is unique up to a factor, so $D$ is a constant times a real function $u$. Outside, $u=\alpha j_l+\beta n_l$ with real $\alpha,\beta$. Matching to $c(j_l+in_l)$ would require $\beta=i\alpha$, which real numbers satisfy only if both vanish. So $D$ and its slope are zero at $S$, and the differential equation then makes $D$ zero everywhere.

A solution also exists. The function $u-\int g_lVu\,r'^2dr'$ solves the free equation and is finite at the origin, so it equals $b\,j_l$ with some constant $b$. By the argument just given $b\neq0$, and $u/b$ solves \eqref{eq:R}.

\section{The phase shift enters}

\textbf{Q:} The integral still requires the wave inside the potential. How can a number read off outside replace it?

\textbf{A:} Look at \eqref{eq:R} for $r\ge S$. Every $r'$ in the integral is then the smaller radius, so $h_l(\kappa r)$ comes out of the integral. What remains is the integral \eqref{eq:int}:
\begin{equation}
R_l(r)=j_l(\kappa r)-i\,\frac{2m\kappa}{\hbar^2}\,t_l\,h_l(\kappa r),\qquad r\ge S .
\label{eq:out}
\end{equation}
The inner region affects the outer wave through this one number.

The phase shift describes the same outer wave. Since $R_l$ is a constant times the real function $u$, it can be written outside as
\begin{equation}
R_l=A\left[\cos\delta_l\,j_l(\kappa r)-\sin\delta_l\,n_l(\kappa r)\right],
\label{eq:delta}
\end{equation}
with real $\delta_l$ and a possibly complex $A$. By \eqref{eq:asy} this tends to $A\sin(\kappa r-l\pi/2+\delta_l)/(\kappa r)$, so $\delta_l$ is the displacement of the distant sine wave from the free one.

Abbreviate $\tau_l=(2m\kappa/\hbar^2)\,t_l$. With $h_l=j_l+in_l$, \eqref{eq:out} reads $R_l=(1-i\tau_l)j_l+\tau_ln_l$, because $-i\cdot i=1$. The functions $j_l$ and $n_l$ are linearly independent, so their coefficients must agree with those in \eqref{eq:delta}:
\begin{equation}
A\cos\delta_l=1-i\tau_l,\qquad -A\sin\delta_l=\tau_l .
\end{equation}
Insert the second relation in the first: $A\cos\delta_l=1+iA\sin\delta_l$. Hence $A(\cos\delta_l-i\sin\delta_l)=Ae^{-i\delta_l}=1$, so $A=e^{i\delta_l}$ and $\tau_l=-\sin\delta_l\,e^{i\delta_l}$. Restoring the constants,
\begin{equation}
t_l=\int_0^S r^2j_lVR_l\,dr=-\frac{\hbar^2}{2m\kappa}\,\sin\delta_l\,e^{i\delta_l}.
\label{eq:result}
\end{equation}

\textbf{Q:} In Rydberg units people write $-\sin\delta_l\,e^{i\delta_l}/\kappa$. That looks like a length, while your integral is an energy times a volume.

\textbf{A:} For an electron, $\hbar^2/2m$ equals one rydberg times one squared Bohr radius, $1\,\mathrm{Ry}\,a_0^2$. Its numerical value in Rydberg units is one, and
\begin{equation}
t_l=-\frac{\sin\delta_l\,e^{i\delta_l}}{\kappa}\qquad\text{(Rydberg units)}.
\end{equation}
The unwritten factor supplies the missing dimension: with $\kappa$ in $1/a_0$, the result is in $\mathrm{Ry}\,a_0^3$.

\section{Objections to the phase factor and the sign}

\textbf{Q:} My radial solver produces a real $R_l$. Then the integral is real, and your formula is not.

\textbf{A:} Your solver uses another scale. If its outer wave is $\cos\delta_l\,j_l-\sin\delta_l\,n_l$, its function is $e^{-i\delta_l}R_l$, and the integral gives $-(\hbar^2/2m\kappa)\sin\delta_l$. Multiply by $e^{i\delta_l}$ to obtain $t_l$.

The phase factor has a physical role. Writing $j_l=(h_l+h_l^*)/2$ in \eqref{eq:out} gives
\begin{equation}
R_l=\tfrac12\left[h_l^*+(1-2i\tau_l)h_l\right],\qquad
1-2i\tau_l=1+2i\sin\delta_l\,e^{i\delta_l}=e^{2i\delta_l}.
\end{equation}
The incoming and outgoing waves have equal strength, as they must when a real potential neither absorbs nor emits particles. In terms of $t_l$, $\operatorname{Im}\tau_l=-\sin^2\delta_l=-|\tau_l|^2$ means
\begin{equation}
\operatorname{Im}t_l=-\frac{2m\kappa}{\hbar^2}|t_l|^2,\qquad |t_l|\le\frac{\hbar^2}{2m\kappa}.
\label{eq:flux}
\end{equation}
A real nonzero $t_l$ would violate the first relation.

\textbf{Q:} And the minus sign?

\textbf{A:} Consider a weak potential. To leading order $R_l$ in the integral may be replaced by $j_l$:
\begin{equation}
t_l\approx t_l^{(1)}=\int_0^S r^2j_l^2\,V\,dr,\qquad
\delta_l\approx-\frac{2m\kappa}{\hbar^2}\,t_l^{(1)} .
\end{equation}
The second relation takes the small branch of $\delta_l$, where $\sin\delta_l\,e^{i\delta_l}\approx\delta_l$. Weak attraction, $V<0$, makes $t_l^{(1)}$ negative and $\delta_l$ positive. The element $t_l^{(1)}$ is real; the imaginary part required by \eqref{eq:flux} is of second order in $V$.

\section{A well that is not weak}

\textbf{Q:} Show me numbers in which $t_l$ is found without the phase shift.

\textbf{A:} Take an electron with $E=10$ eV in the model well $V=-V_0(1-r^2/S^2)$ for $r<S$, with $V_0=40$ eV and $S=0.2$ nm. Then $\hbar^2/2m=0.038100$ eV\,nm$^2$, and
\begin{equation}
\kappa=\sqrt{\frac{10}{0.038100}}\ \mathrm{nm}^{-1}=16.201\ \mathrm{nm}^{-1},\qquad
\frac{\hbar^2}{2m\kappa}=2.3517\times10^{-3}\ \mathrm{eV\,nm^3}.
\end{equation}
On a radial grid with trapezoidal weights, $T=V+VG_0T$ becomes the linear system $(1-VG_0)T=V$ for a matrix. Summing its solution between two factors $j_l$ gives $t_l$. Grids of 300 and 600 points were combined to remove the leading error, which is proportional to the squared spacing. Separately, the radial Schr\"odinger equation was integrated outward by a Runge--Kutta method, and $\delta_l$ was obtained from the value and slope at $S$. With $t_l$ from the matrix equation and both elements in $10^{-3}$ eV\,nm$^3$:
\begin{center}
\begin{tabular}{cccc}
$l$ & $\delta_l$ (rad) & $t_l$ & $t_l^{(1)}$\\
0 & $-0.1503$ & $0.3482-0.0527i$ & $-10.850$\\
1 & $-0.7537$ & $1.1735-1.1014i$ & $-6.655$\\
2 & $-0.9028$ & $1.1436-1.4495i$ & $-1.893$
\end{tabular}
\end{center}
For $l=1$, $\sin\delta_1=-0.68435$ and $\cos\delta_1=\sqrt{1-0.46834}=0.72915$. Formula \eqref{eq:result} gives
\begin{align}
\operatorname{Re}t_1&=2.3517\times0.68435\times0.72915=1.1735,\nonumber\\
\operatorname{Im}t_1&=-2.3517\times0.46834=-1.1014,
\end{align}
in the same unit, which agrees with the matrix solution. With $\kappa=0.85731/a_0$, the Rydberg form gives $t_1=(0.582-0.546i)\,\mathrm{Ry}\,a_0^3$.

\textbf{Q:} The well attracts, yet your phase shifts are negative. You just told me that attraction makes them positive.

\textbf{A:} That statement was for a weak potential. Matching at $S$ determines $\delta_l$ only modulo $\pi$, and the table lists the value between $-\pi/2$ and $\pi/2$. Adding $\pi$ reverses both $\sin\delta_l$ and $e^{i\delta_l}$, so $t_l$ is unchanged: $-0.150$ and $2.991$ describe the same $l=0$ wave at this energy. The sign in the table therefore does not distinguish attraction from repulsion.

The last column shows that this well is far from weak. For $l=0$ and $l=1$ the first-order elements exceed the bound $2.3517$ set by \eqref{eq:flux}. For $l=2$ the magnitude is allowed, but the real part has the wrong sign. When $V_0$ is reduced by a factor $10^4$, to 4 meV, the relative deviation $|t_l/t_l^{(1)}-1|$ falls to $4.7\times10^{-4}$, $3.1\times10^{-4}$ and $1.5\times10^{-4}$ for $l=0,1,2$.

\textbf{Q:} Where would the derivation break down?

\textbf{A:} Three cases show what is lost when an assumption is dropped. If $V$ is not spherical, $T$ mixes different $l$ and a single $t_l$ no longer suffices. If $V$ has a Coulomb tail, the outer wave is not a combination of $j_l$ and $n_l$, so \eqref{eq:out} and \eqref{eq:delta} do not apply. If $V$ is complex, to represent absorption, the radial solution is no longer real up to a factor; a real $\delta_l$ and the flux relation \eqref{eq:flux} are then lost.

Numerical values quoted here were computed with a short program.
